# Confinement free energy of an ideal chain in a narrow gap, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. From a walk between walls to the free energy

### 1. Definitions and conventions

A chain has $N$ bonds joining $N+1$ beads. The bond vectors are independent, have no preferred direction, and have mean square length $b^2$. Beads do not interact with one another; this is what "ideal" means here. A bead with its bond is called a segment.

Two parallel walls stand at $z=0$ and $z=D$. A configuration is allowed if every bead satisfies $0<z<D$, and an allowed configuration has the same statistical weight as in free solution. The walls thus remove configurations and do nothing else.

Place the first bead with uniform probability in the gap and let the rest of the chain take any free configuration. Let $Z$ be the fraction of configurations that is allowed. The confinement free energy is

$$F=-k_BT\ln Z .$$

This choice fixes the reference state: a free chain whose first bead is spread over the width $D$. Since no energy is involved, $F$ is an entropy loss multiplied by $T$.

The ratio $Z$ has a direct meaning. If the gap is in equilibrium with a dilute bath, the concentration of first beads at height $z$ equals the bath value times the probability that a chain started at $z$ is allowed. Averaged over $z$, the concentration of chains in the gap divided by that in the bath is $Z$.

The result will be expressed through

$$x=\frac{\pi^2Nb^2}{6D^2}.$$

The claim to be examined is $F\approx k_BT\,x$. It will turn out to be the leading term when $b\ll D\ll b\sqrt N$: the gap is narrow compared with the coil and wide compared with a bond.

### 2. The simplest chain: one bond

The walls restrict the coordinate $z$ alone. The $x$ and $y$ coordinates of the beads can be integrated over freely, and this gives the same factor with and without walls. What remains is a one-dimensional walk whose step $u$ is the $z$ component of a bond. Its mean is zero. Because the three components of an isotropic bond have equal mean squares that add up to $b^2$,

$$\langle u^2\rangle=\frac{b^2}{3}.$$

For $N=1$ and a given step $u$ with $|u|<D$, the starting heights that keep the second bead inside occupy a length $D-|u|$. Hence

$$Z_1=1-\frac{\langle|u|\rangle}{D}.$$

For a rigid bond of length $b$, $u=b\cos\theta$ with $\cos\theta$ uniform between $-1$ and $1$, so $\langle|u|\rangle=b/2$ and $Z_1=1-b/(2D)$.

If every later bond suffered the same loss, a long chain would have $F\approx k_BT\,Nb/(2D)$, which falls as $1/D$. The assumption behind this estimate is that beads remain uniformly distributed. Yet the configurations that survive are those that have kept away from the walls, so later losses are smaller. The distribution of survivors must be found.

### 3. Many bonds: a recursion

Let $q_n(z)$ be the probability that a chain of $n$ bonds starting at $z$ inside the gap stays inside. With no bonds, $q_0=1$. A chain of $n+1$ bonds first steps from $z$ to some $z'$ in the gap and then has to survive $n$ bonds from there. With $p(u)$ the probability density of a step,

$$q_{n+1}(z)=\int_0^D p(z-z')\,q_n(z')\,dz',\qquad
Z=\frac1D\int_0^D q_N(z)\,dz .$$

For $N=1$ this returns the previous section: $\int_0^D\!\int_0^D p(z-z')\,dz\,dz'=\int p(u)(D-|u|)\,du$, which is $D-\langle|u|\rangle$.

### 4. Smooth profiles: the imaginary-time equation

After many bonds $q_n$ varies over the length $D\gg b$. Several bond lengths away from a wall the integral can be extended over all steps, and $q_n(z-u)$ expanded:

$$q_{n+1}(z)=q_n-\langle u\rangle q_n'+\frac{\langle u^2\rangle}{2}q_n''-\frac{\langle u^3\rangle}{6}q_n'''+\frac{\langle u^4\rangle}{24}q_n''''-\dots$$

The odd moments vanish by symmetry. The second moment gives the coefficient $\tfrac12\cdot b^2/3=b^2/6$. On the left, $q_{n+1}-q_n\approx\partial q/\partial n$, since the change per bond is small. To leading order,

$$\frac{\partial q}{\partial n}=\frac{b^2}{6}\frac{\partial^2q}{\partial z^2}.$$

The terms dropped contain two more derivatives with a factor $b^2$, so they are smaller by a factor of order $b^2/D^2$.

For comparison, a free quantum particle obeys $i\hbar\,\partial_t\psi=-(\hbar^2/2m)\,\psi''$. Put $t=-i\tau$, so that $\partial_t=i\,\partial_\tau$. The left side becomes $-\hbar\,\partial_\tau\psi$, and

$$\frac{\partial\psi}{\partial\tau}=\frac{\hbar}{2m}\frac{\partial^2\psi}{\partial z^2}.$$

The two equations have the same form, with bond number in the role of imaginary time. The correspondence is mathematical; the chain is classical. Its "Hamiltonian" is the dimensionless operator

$$H=-\frac{b^2}{6}\frac{d^2}{dz^2},\qquad q_n=e^{-nH}q_0 .$$

### 5. What happens at a wall

The expansion fails within a few bond lengths of a wall, so a boundary condition is needed from the walk itself. Take rigid bonds, start at a small height $z$ above the lower wall, and choose a length $L$ with $b\ll L\ll b\sqrt n$ and $L<D$. A chain that survives $n$ bonds has either reached height $L$, or stayed in $(0,L)$ for all $n$ bonds.

For the first possibility, stop the walk when it leaves $(0,L)$. Steps have zero mean, so the mean height at stopping is still $z$. If $P$ is the probability of leaving at the top, the height there is at least $L$, while at the bottom it is no lower than $-b$. Therefore

$$z\ \ge\ PL-(1-P)b\quad\Longrightarrow\quad P\le\frac{z+b}{L+b}.$$

For the second possibility, consider blocks of $12L^2/b^2$ bonds. The displacement over a block is nearly normal, with standard deviation $\sqrt{(12L^2/b^2)(b^2/3)}=2L$. The chance that it ends in a given interval of length $L$ is at most about $L/(\sqrt{2\pi}\,2L)\approx0.2$. Staying inside through many blocks is therefore exponentially unlikely.

For $z$ of order $b$ both probabilities are small, so in the continuum limit

$$q(0)=q(D)=0 .$$

These are called absorbing walls: a walk that touches one is removed from the count. The bound also shows the scale of the error. The survival probability near the wall behaves as $z$ plus a length of order $b$, not as $z$ itself. That length is taken up in Part 2.

### 6. Particle in a box

Seek solutions $\psi(z)e^{-En}$. They satisfy $-(b^2/6)\psi''=E\psi$, so with $E=\kappa^2b^2/6$ the solution that vanishes at $z=0$ is $\sin\kappa z$. The condition at $z=D$ requires $\kappa=k\pi/D$ with $k=1,2,\dots$ Since $\int_0^D\sin^2(k\pi z/D)\,dz=D/2$, the normalized states are

$$\psi_k=\sqrt{\frac2D}\,\sin\frac{k\pi z}{D},\qquad
E_k=\frac{k^2\pi^2b^2}{6D^2},\qquad NE_k=k^2x .$$

The initial profile $q_0=1$ has the components

$$a_k=\int_0^D\psi_k\,dz=\sqrt{\frac2D}\,\frac{D}{k\pi}\,(1-\cos k\pi)
=\begin{cases}\sqrt{2/D}\;2D/(k\pi),&k\text{ odd}\\0,&k\text{ even.}\end{cases}$$

The even states are antisymmetric about the midplane and cannot overlap a constant. Hence

$$q_N(z)=\sum_k a_k\psi_k(z)e^{-k^2x}=\sum_{k\ \mathrm{odd}}\frac{4}{\pi k}\sin\frac{k\pi z}{D}\,e^{-k^2x}.$$

The average over $z$ supplies a second factor $a_k$ and a factor $1/D$:

$$Z=\frac1D\sum_k a_k^2e^{-k^2x}=\sum_{k\ \mathrm{odd}}\frac{8}{\pi^2k^2}\,e^{-k^2x}.$$

**Limit of no chain.** At $x=0$ the sum over odd $k$ of $1/k^2$ is $\pi^2/8$, and $Z=1$ as required.

**Limit of a wide gap.** Differentiate to remove the factor $1/k^2$. For small $x$ many terms contribute, and a sum over odd $k$ is half the corresponding integral:

$$\frac{dZ}{dx}=-\frac8{\pi^2}\sum_{k\ \mathrm{odd}}e^{-k^2x}\approx-\frac{8}{\pi^2}\cdot\frac12\cdot\frac12\sqrt{\frac{\pi}{x}}=-\frac{2}{\pi^{3/2}\sqrt x}.$$

Integration from $Z(0)=1$ gives $Z\approx1-4\sqrt x/\pi^{3/2}$. With $\sqrt x=\pi b\sqrt N/(\sqrt6\,D)$,

$$F\approx k_BT\,\frac{4}{\sqrt{6\pi}}\,\frac{b\sqrt N}{D}\qquad(b\ll b\sqrt N\ll D).$$

Only chains that start within about a coil size of a wall are affected, so the cost is a ratio of lengths. This is a different law from the one claimed, and it holds in the opposite regime.

### 7. Ground-state dominance

For larger $x$ the states with $k\ge3$ decay much faster than the ground state. Factor out the $k=1$ term and take the logarithm:

$$\frac F{k_BT}=x-\ln\frac8{\pi^2}-\ln\Big[1+\sum_{k=3,5,\dots}\frac{e^{-(k^2-1)x}}{k^2}\Big].$$

The largest term in the sum is $e^{-8x}/9$. Every exponential in it is at most $e^{-8x}$, so the whole sum is at most $(\pi^2/8-1)e^{-8x}$. When this is negligible,

$$F\approx k_BT\left(\frac{\pi^2Nb^2}{6D^2}+0.210\right).$$

The first term grows in proportion to $N$ and is the free energy claimed. The constant $-\ln(8/\pi^2)=0.210$ comes from the ends. It belongs to the chosen reference, a uniformly placed first bead, and would change if an end were fixed elsewhere. It can be dropped when $x\gg0.210$, and that is the meaning of "narrow". Dominance of the ground state in $Z$ is a weaker requirement than accuracy of the claimed law, because the constant remains after the excited states have gone.

As a check on the series, the continuum equation was also solved without sine functions, by diagonalizing a difference matrix with 800 intervals for $b=1.5$ nm and $D=20$ nm. For $N=5$, 50 and 1500 the two values of $F$ agree within $0.001\,k_BT$.

The change from $1/D$ in the one-bond estimate to $1/D^2$ can now be traced. In the ground state the survivors have density proportional to $\sin(\pi z/D)$. A bond can cross a wall only from a layer of thickness about $b$, which holds a fraction of order $b/D$ of the width, and the density in that layer is itself reduced by a factor of order $b/D$. The loss per bond is of order $(b/D)^2$.

### 8. Where the segments are

An inner segment divides the chain into two parts of $m$ and $N-m$ bonds. Both must survive, so its density is proportional to $q_m(z)\,q_{N-m}(z)$. If both parts are long enough for the ground state to dominate, each factor is proportional to $\psi_1$, and

$$\rho(z)=\psi_1^2=\frac2D\sin^2\frac{\pi z}{D}.$$

An end segment has one part attached to it, and its density is proportional to $\psi_1$, not $\psi_1^2$. For the middle segment with $N=1500$, $b=1.5$ nm and $D=20$ nm, the density obtained by solving the continuum equation on the grid differs from the formula by less than $10^{-4}/D$ everywhere. Finite bonds, treated in Part 2, widen the profile slightly and lower its maximum, by about 5% for Gaussian bonds in this example.

### 9. Force on the walls

For a single chain trapped in the gap, the statistical weight is proportional to $DZ$, because the first bead also has the width $D$ to move in. At fixed $N$ and $T$, in the continuum limit $b\ll D$, and when the ground state dominates, the force pushing the walls apart is

$$f=k_BT\frac{\partial\ln(DZ)}{\partial D}\approx\frac{k_BT}{D}(1+2x),$$

where $\partial x/\partial D=-2x/D$ was used. The first term is the translational pressure of any single particle. The second is the elastic resistance of the squeezed coil, and it dominates when $x\gg1$.

## Part 2. Finite bonds, real walls and a resist chain

### 10. Symbols and results carried over

The chain has $N$ bonds of mean square length $b^2$ between walls a distance $D$ apart. $Z$ is the allowed fraction of free configurations with the first bead uniform in the gap, and $F=-k_BT\ln Z$. In the continuum limit $q_n(z)$, the survival probability from height $z$, obeys $\partial q/\partial n=(b^2/6)q''$ with $q=0$ at the walls. The states are $\psi_k=\sqrt{2/D}\sin(k\pi z/D)$, with decay rates per bond $E_k=k^2\pi^2b^2/(6D^2)$. With $x=NE_1$,

$$\frac F{k_BT}=x+0.210-\ln\Big[1+\tfrac19e^{-8x}+\dots\Big],$$

and $F\approx k_BT\,x$ is the leading law for $b\ll D\ll b\sqrt N$.

### 11. A long chain and a fragment

Consider a PMMA resist chain dissolved in a developer and entering a gap between two resist walls. Rough typical inputs are $b=1.5$ nm and a molar mass of 0.65 kg/mol per segment. With $N=1500$ the chain has a molar mass of 975 kg/mol. The gap is $D=20$ nm wide and the temperature is 295 K, so $k_BT=0.02542$ eV. The solvent is assumed to be near theta conditions, where the effective repulsion between pairs of segments vanishes. Then

$$x=\frac{\pi^2\times1500\times(1.5)^2}{6\times(20)^2}=13.88 .$$

Adding the constant gives $F=14.09\,k_BT$, or 0.358 eV. The leading law alone gives 0.353 eV. The partition ratio is $Z=e^{-14.09}=7.6\times10^{-7}$: in equilibrium such chains are almost absent from the gap. The free coil size is $b\sqrt N=58.1$ nm, so the gap is narrow in the required sense. The $k=3$ term is $7\times10^{-50}$ of the ground-state term.

Exposure cuts chains. For a fragment with $N=50$, in the same gap and at the same temperature, $x$ is 30 times smaller, 0.463. The full result is $F=0.670\,k_BT$ and $Z=0.512$. Here the leading law is low by 31% of the full value, although the $k=3$ term is still only 0.27% of the ground-state term. The missing part is almost entirely the constant 0.210. The fragment's coil size is 10.6 nm, smaller than the gap, so the condition $D\ll b\sqrt N$ fails.

For the long chain at fixed $N$, $b$ and $T$, the continuum results for other widths are:

| $D$ (nm) | leading law ($k_BT$) | full $F$ ($k_BT$) |
|---:|---:|---:|
| 10 | 55.52 | 55.73 |
| 20 | 13.88 | 14.09 |
| 40 | 3.47 | 3.68 |
| 80 | 0.87 | 1.08 |
| 160 | 0.22 | 0.41 |

The first four rows differ by the constant 0.210. In the last row excited states contribute as well, and the leading law gives about half of the full value. It is 10% below the full $F$ when $x/(x+0.210)=0.9$, that is $x=1.89$, which for this chain means $D=54.2$ nm. At smaller widths the relative error of dropping the constant is less, but the relative error from finite bonds, treated next, grows.

In the continuum limit, the confinement free energy of an ideal chain follows the leading law $F\approx k_BT\,x$ for $b\ll D\ll b\sqrt N$, with an added constant of $0.210\,k_BT$, which gives $14.09\,k_BT$ for the long resist chain in a 20 nm gap. What remains is to examine the effects of finite bonds, segment thickness, attracting walls and repulsion between segments, and to see why the law fails in a dense film and how the example compares with a real resist.

Numerical values quoted here were computed with a short program.
